The energy of a product of strongly orthogonal geminals, part 1

(Sections cited here and not found follow in the second part.)

**First half: orbital subspaces and the general energy**

For carbon monoxide at a distance of 1.15 Å in the STO-3G basis, a wave function of eight determinants lies 0.0607 hartree below the Hartree–Fock energy. This is 42 percent of the lowering that full configuration interaction (full CI) gives in the same basis. Its energy, −111.286081 hartree, can be computed in two ways: as an expectation value over the eight determinants, or as a sum over electron pairs and pairs of pairs in which the determinants never appear. The two results agree to the eight decimals computed. Two questions follow: why the sum over pairs suffices, and why more than half of the correlation energy is missing.

The wave function is an antisymmetrized product of two-electron functions, called geminals. The sum over pairs rests on a condition called strong orthogonality, and Arai's theorem states what this condition means for the orbitals.

**Setting and conventions.** Let φ_p be a finite orthonormal set of M spin orbitals, with creation operators a†_p and annihilation operators a_p, and let |vac> be the state without electrons. There are N geminals, labelled K or L, and 2N electrons. Geminal K is described by an antisymmetric complex matrix C^K:

|K> = ½ Σ_pq C^K_pq a†_p a†_q |vac>,  C^K_qp = −C^K_pq.  (1)

The two-electron function of a†_p a†_q |vac> is [φ_p(1)φ_q(2) − φ_q(1)φ_p(2)]/√2. Inserting this in (1) and using the antisymmetry of C^K, the two terms become equal, so that

ψ_K(1,2) = (1/√2) Σ_pq C^K_pq φ_p(1) φ_q(2).  (2)

Since the orbitals are orthonormal, the normalization <K|K> = 1 reads

½ Σ_pq |C^K_pq|² = 1.  (3)

The electronic Hamiltonian is

H = Σ_pq h_pq a†_p a_q + ½ Σ_pqrs <pq|rs> a†_p a†_q a_s a_r,  (4)

<pq|rs> = ∫∫ φ_p*(1) φ_q*(2) (1/r₁₂) φ_r(1) φ_s(2) d1 d2.

Here h contains the kinetic energy and the attraction by the nuclei, and d1 includes the spin sum. Exchanging the names of the two electrons gives <pq|rs> = <qp|sr>. The repulsion of the fixed nuclei is a constant, added at the end.

**Strong orthogonality** is the requirement that, for every K ≠ L and for all values of the coordinates 2 and 3,

∫ ψ_K*(1,2) ψ_L(1,3) d1 = 0.  (5)

Setting 3 = 2 and integrating over 2 gives <K|L> = 0, so (5) implies ordinary orthogonality. The reverse implication does not hold, as an example below shows.

**Theorem 1.** Let the geminals be antisymmetric, normalized and strongly orthogonal. Then

|Ψ> = G†_1 G†_2 … G†_N |vac>,  G†_K = ½ Σ_pq C^K_pq a†_p a†_q,  (6)

is normalized, and with γ^K = C^K (C^K)† its electronic energy is

E = Σ_K E_K + Σ_{K<L} E_KL,  (7)

E_K = Σ_pq h_pq γ^K_qp + ½ Σ_pqrs <pq|rs> C^K_pq* C^K_rs,  (8)

E_KL = Σ_pqrs (<pq|rs> − <pq|sr>) γ^K_rp γ^L_sq.  (9)

In coordinate language, Ψ is √((2N)!/2^N) 𝒜 ψ_1(1,2) ψ_2(3,4) …, where 𝒜 is the antisymmetrizing projector. The factor arises because a normalized determinant is √((2N)!) 𝒜 acting on a product of 2N orbitals, while each two-electron determinant already carries a factor √2 together with its own antisymmetrizer, which 𝒜 absorbs.

The proof needs four lemmas.

**Lemma 1 (matrix form).** Condition (5) is equivalent to (C^K)† C^L = 0.

*Proof.* Insert (2) in (5). The integral over coordinate 1 gives δ_pr for the orbitals φ_p and φ_r that carry it, leaving

½ Σ_qs [Σ_p C^K_pq* C^L_ps] φ_q*(2) φ_s(3) = 0.

The products φ_q*(2) φ_s(3) are linearly independent, so every bracket must vanish. The bracket is the element (q,s) of (C^K)† C^L. Read backwards, the same line proves the converse. ∎

**Lemma 2 (Arai's theorem).** Let V_K be the range of C^K, that is, the set of all vectors C^K x. The geminals are strongly orthogonal if and only if the spaces V_K are mutually orthogonal. Both electrons of geminal K occupy orbitals in V_K.

*Proof.* Take arbitrary vectors x and y. The inner product of C^K x with C^L y is

(C^K x)† (C^L y) = x† (C^K)† C^L y.

It vanishes for all x and y exactly when (C^K)† C^L = 0, which by Lemma 1 is strong orthogonality. This proves the equivalence.

For the last statement, let P_K be the orthogonal projector onto V_K. Every column of C^K lies in V_K, hence P_K C^K = C^K. Transposition gives (C^K)ᵀ P_Kᵀ = (C^K)ᵀ. Because (C^K)ᵀ = −C^K, the two minus signs cancel and C^K P_Kᵀ = C^K. Together,

C^K = P_K C^K P_Kᵀ.  (10)

The left factor confines the first orbital index to V_K and the right factor confines the second. ∎

Antisymmetry does real work here. Condition (5) integrates over one coordinate of each geminal and seems to restrict that coordinate alone. Since the two electrons of a geminal enter alike, the restriction passes to the other one.

*Remark (what is partitioned).* The spaces V_K divide the space spanned by the geminals, which may be smaller than the whole orbital space. Orbitals outside it are empty in Ψ and may be assigned to any geminal as room for later variation. In an infinite orbital space V_K is replaced by the closure of the range. The proof is unchanged, because orthogonality survives the taking of limits.

*Remark (a count).* Let C^1 have a range of dimension r in M dimensions. Lemma 2 says that a strongly orthogonal partner is any antisymmetric matrix on the remaining M − r dimensions. There are (M − r)(M − r − 1)/2 independent ones. For M = 8 and r = 4 this is 4·3/2 = 6. Solving the linear equations (C^1)† C = 0 numerically for a random C^1, without assuming the theorem, gave six solutions, and none had a component outside the empty space above 2·10⁻¹⁵.

**An adapted basis.** Lemma 2 permits a new orthonormal basis in which each orbital belongs to one V_K or to none. Let the unitary matrix U contain the new orbitals as columns, so that a′†_r = Σ_p U_pr a†_p. The operator G†_K keeps its form if C^K = U C′^K Uᵀ. In the new basis C′^K is nonzero only when both indices belong to block K. The prime is dropped until the end of the proof.

**Lemma 3 (one geminal).** For a single geminal, with the label K omitted,

a_p |K> = Σ_q C_pq a†_q |vac>,  a_s a_r |K> = C_rs |vac>,

<K|a†_p a_q|K> = γ_qp,  <K|a†_p a†_q a_s a_r|K> = C_pq* C_rs.  (11)

*Proof.* The anticommutation rules give a_p a†_r a†_s |vac> = δ_pr a†_s |vac> − δ_ps a†_r |vac>. Therefore

a_p |K> = ½ Σ_s C_ps a†_s |vac> − ½ Σ_r C_rp a†_r |vac>.

Since −C_rp = C_pr, the two sums are equal and add up to the first result. Replacing p by r and applying a_s to it selects C_rs, which is the second. For the density matrix, take the inner product of a_p|K> with a_q|K>:

<K|a†_p a_q|K> = Σ_s C_ps* C_qs = (C C†)_qp.

For the last result, the bra <K|a†_p a†_q is the adjoint of a_q a_p|K> = C_pq |vac>. ∎

By (3), the trace of γ^K is Σ_pq |C^K_pq|² = 2, the number of electrons in the geminal.

**Lemma 4 (factorization).** In the adapted basis, let O_K be built from operators of block K alone, with as many creators as annihilators in each term. Then

<Ψ|O_1 O_2 … O_N|Ψ> = Π_K <K|O_K|K>.  (12)

*Proof.* Operators of different blocks anticommute. Each G_K, G†_K and O_K contains an even number of them in every term, so moving one of these past another from a different block produces an even number of sign changes, hence none. The left side can thus be reordered as

<vac| X_1 X_2 … X_N |vac>,  X_K = G_K O_K G†_K.

Acting on |vac>, X_K creates two electrons in block K, keeps their number, and removes two. The result contains no electrons and is a multiple of |vac>. The factor is <vac|X_K|vac> = <K|O_K|K>. Applying X_N, X_{N−1} and so on in turn produces the product. ∎

With every O_K equal to the identity, (12) gives <Ψ|Ψ> = 1.

**Proof of Theorem 1.** Ψ has exactly two electrons in each block. A term of H that changes the number in any block leads to a state orthogonal to Ψ and has no expectation value. What survives is sorted by blocks.

*One-electron terms.* The indices p and q must lie in the same block. By (12) and (11) each term is h_pq γ^K_qp, which gives the first part of (8).

*Two-electron terms within one block.* When p, q, r and s all lie in K, (12) and (11) give ½ <pq|rs> C^K_pq* C^K_rs, the second part of (8).

*Two-electron terms between two blocks.* The annihilators must remove one electron from K and one from L, and the creators must return one to each. There are two ways.

In the direct case p and r lie in K, while q and s lie in L. Moving a_r to the left past a_s and a†_q costs two sign changes:

a†_p a†_q a_s a_r = + a†_p a_r a†_q a_s.

Its expectation value is γ^K_rp γ^L_sq.

In the exchange case p and s lie in K, while q and r lie in L. Moving a_s past a†_q costs one sign change:

a†_p a†_q a_s a_r = − a†_p a_s a†_q a_r.

Its expectation value is −γ^K_sp γ^L_rq. Renaming r as s and s as r in this sum turns the integral into <pq|sr> and the density matrices into γ^K_rp γ^L_sq. The two cases together are

½ Σ_{K≠L} Σ_pqrs (<pq|rs> − <pq|sr>) γ^K_rp γ^L_sq.

Exchanging K with L, p with q, and r with s leaves the summand unchanged, because <pq|rs> = <qp|sr>. Every unordered pair of geminals therefore occurs twice, which cancels the factor ½ and gives (9).

*Return to an arbitrary basis.* The matrices γ^K and C^K vanish outside block K, so the sums may run over all orbitals. From C^K = U C′^K Uᵀ and Uᵀ U* = 1 follows γ^K = U γ′^K U†. The integrals transform with the matching factors, h′ = U† h U for the one-electron part and likewise for each of the four indices of <pq|rs>. Every sum in (8) and (9) contracts an orbital index of an integral with the corresponding index of C or γ, and the factors U cancel in pairs. The formulas hold in any orthonormal basis. ∎

*Remark (pair transfer).* The Hamiltonian does contain terms that move two electrons from L to K. If block K has only two spin orbitals, it is already full and these terms give zero. If it has four or more, they can lead from Ψ to states with four electrons in K and none in L. Such terms are then missing from the energy because Ψ has no such component, not because their integrals vanish.

*Remark (a count of electron pairs).* If every direct integral <pq|pq> is replaced by 1 and all other integrals by 0, the interaction operator becomes ½ Σ_pq a†_p a†_q a_q a_p, which counts pairs of electrons. By (8) each geminal contributes ½ Σ_pq |C^K_pq|² = 1. In the adapted basis K and L share no orbital, so the exchange part of (9) adds nothing, and two geminals contribute Tr γ^K Tr γ^L = 4. The total is N + 4N(N − 1)/2 = N(2N − 1), the number of pairs among 2N electrons.

**Where the theorem fails.** Let P†_1 and P†_2 each create an electron pair in its own two spin orbitals, and take the geminals

|A> = (P†_1 + P†_2)|vac>/√2,  |B> = (P†_1 − P†_2)|vac>/√2.

Their overlap is (1 − 1)/2 = 0. Their product is

½ (P†_1 + P†_2)(P†_1 − P†_2)|vac> = ½ (P†_1P†_1 − P†_1P†_2 + P†_2P†_1 − P†_2P†_2)|vac> = 0.

The squares vanish by the Pauli principle, and the mixed terms cancel because pair creators commute. There is no state left, yet (7) would still return a number. Both geminals use the same orbitals, so (5) is violated although <A|B> = 0.

A less extreme case was computed with a random Hamiltonian in ten spin orbitals. For two random geminals with zero overlap but shared orbitals, <Ψ|Ψ> was 0.632. The expectation value of H, divided by this norm, was 1.959 in model units, whereas (7) gave 3.489. For three complex, strongly orthogonal geminals and the same Hamiltonian, the expectation value and (7) agreed at 4.09477457.

**Second half: singlet pairs, their equations and carbon monoxide**

The first half considered N normalized geminals |K> with antisymmetric coefficient matrices C^K, whose products (C^K)† C^L vanish for K ≠ L. Each geminal then has its own orbital subspace, orthogonal to all others. With γ^K = C^K (C^K)†, the electronic energy of their antisymmetrized product Ψ is

E = Σ_K E_K + Σ_{K<L} E_KL,

E_K = Σ_pq h_pq γ^K_qp + ½ Σ_pqrs <pq|rs> C^K_pq* C^K_rs,

E_KL = Σ_pqrs (<pq|rs> − <pq|sr>) γ^K_rp γ^L_sq.

Here p, q, r, s are spin orbitals, h is the one-electron Hamiltonian, and <pq|rs> is the electron repulsion integral in which p and r belong to electron 1. Expectation values of number-conserving operators from different subspaces factorize.

From here on every geminal is a singlet with real coefficients, and i, j, l denote real spatial orbitals, each available with spin α or β. The integrals needed, taken over the spatial coordinates only, are

J_ij = ∫∫ φ_i(1)² (1/r₁₂) φ_j(2)² d1 d2,

K_ij = ∫∫ φ_i(1)φ_j(1) (1/r₁₂) φ_i(2)φ_j(2) d1 d2.

By these definitions K_ii = J_ii. The symbol K with two orbital indices is an integral; K alone labels a geminal.

**Lemma 5 (natural form of a singlet pair).** By a rotation of the orbitals within its own subspace, every real singlet geminal can be written as

|K> = Σ_{i∈K} c_i a†_iα a†_iβ |vac>,  Σ_{i∈K} c_i² = 1.  (13)

*Proof.* A two-electron state with one α and one β electron is Σ_ij G_ij a†_iα a†_jβ |vac>. Exchanging the spin labels turns it into

Σ_ij G_ij a†_iβ a†_jα |vac> = −Σ_ij G_ij a†_jα a†_iβ |vac> = −Σ_ij G_ji a†_iα a†_jβ |vac>.

The singlet spin function αβ − βα changes sign under this exchange, so G_ji = G_ij. A real symmetric matrix is diagonalized by an orthogonal matrix O, G = O diag(c) Oᵀ. The same matrix defines new orbitals, φ_k = Σ_i O_ik φ_i (old orbitals on the right), and the state takes the form (13). The states a†_iα a†_iβ |vac> are orthonormal, which gives the normalization. ∎

Comparison of (13) with the general form |K> = ½ Σ_pq C^K_pq a†_p a†_q |vac> shows that the nonzero coefficients are

C^K_{iα,iβ} = c_i,  C^K_{iβ,iα} = −c_i.

The factor ½ is compensated by the two equal terms. The density matrix γ^K is then diagonal, with the value c_i² for either spin. Orbital i holds 2c_i² electrons, and these orbitals are the natural orbitals of Ψ.

Strong orthogonality has been shown to give each geminal its own orbital subspace, so that the energy is a sum over geminals and pairs of geminals, and every real singlet geminal can be brought to the natural form (13). It remains to write the energy in this form, derive the equations for the amplitudes, and examine what the product captures and leaves out in carbon monoxide.
